# Bethe logarithms of hydrogen nS states and their large-n limit: a numerical check

```python
"""Bethe logarithms of hydrogen nS states from the closed-form Coulomb Green function.

Result under test (hartree atomic units, Z = 1, fixed point nucleus):
  ln k0(n) = sum |<m|p|nS>|^2 D ln(2|D|) / sum |<m|p|nS>|^2 D,   D = E_m - E_n,
equals 2.811770 for 2S and tends to 2.72265 for large n.
Symbols: kappa = sqrt(-2E), nu = 1/kappa; the regular P-wave solution is
  M_E(r) = r^2 exp(-kappa r) 1F1(2-nu; 4; 2 kappa r);
k is the continuum momentum, E = k^2/2; the source is r R_n'(r), which is the
reduced radial part of the gradient of the nS state.
"""
import numpy as np
import mpmath as mp
from scipy.linalg import solve_banded
from scipy import constants as const

LAST_BOUND = 20000


def source_components(n):
    """Overlaps of r R_n' with Sturmians number n-3 and n-1 (exponent 1/n)."""
    a = 1.0 / n
    low = 0.5 * np.sqrt(max((1 - a) * (1 - 2 * a), 0.0))
    high = -0.5 * np.sqrt((1 + a) * (1 + 2 * a))
    return low, high


def amplitude(n, gap, factor):
    """Integral of r R_n' M_E, by the three-term recurrence in the Sturmian index."""
    a = 1.0 / n
    v = [4 * np.sqrt(6.0) * a**2 / (2 * gap)**2 * factor]
    for j in range(n - 1):
        new = (2 * j + 4 - 2 * a**2 * (j + 2 - n) / gap) * v[j]
        if j > 0:
            new = new - np.sqrt(j * (j + 3.0)) * v[j - 1]
        v.append(new / np.sqrt((j + 1.0) * (j + 4.0)))
    low, high = source_components(n)
    result = high * v[n - 1]
    if n >= 3:
        result = result + low * v[n - 3]
    return result


def bound_amplitude(n, m):
    gap = (m - n) * (m + n) / (2.0 * n**2 * m**2)
    return gap, amplitude(n, gap, ((m - n) / (m + n))**m)


def continuum_amplitude(n, k):
    gap = 0.5 * (k**2 + 1.0 / n**2)
    return gap, amplitude(n, gap, np.exp(-2 / k * np.arctan(k * n)))


def spectrum(n):
    """Energy gaps and squared momentum elements: bound part, continuum part."""
    m = np.arange(2, LAST_BOUND + 1, dtype=float)
    m = m[m != n]
    gap_b, amp_b = bound_amplitude(n, m)
    p2_b = 4 * (m**2 - 1) / (9 * m**5) * amp_b**2
    # states above LAST_BOUND: strength per level falls as m^-3
    p2_b[-1] *= 1 + LAST_BOUND**3 / (2 * (LAST_BOUND + 0.5)**2)
    step = 0.1
    k = np.exp(np.arange(-20, 46, step))
    gap_c, amp_c = continuum_amplitude(n, k)
    density = 4 * (1 + k**2) / (9 * -np.expm1(-2 * np.pi / k)) * amp_c**2
    return m, gap_b, p2_b, gap_c, density * k**2 * step


def bethe_log(n):
    _, gap_b, p2_b, gap_c, p2_c = spectrum(n)
    gap = np.concatenate([gap_b, gap_c])
    p2 = np.concatenate([p2_b, p2_c])
    # sum rules: kinetic energy and double commutator
    assert abs(p2.sum() * n**2 - 1) < 1e-8
    assert abs((p2 * gap).sum() * n**3 / 2 - 1) < 1e-8
    return (p2 * gap * np.log(2 * abs(gap))).sum() * n**3 / 2


# ---- closed-form Green function against a finite-difference inverse ----
def green(kappa, r_small, r_large):
    nu = 1 / kappa
    return (mp.gamma(2 - nu) / (6 * kappa) * mp.whitm(nu, 1.5, 2 * kappa * r_small)
            * mp.whitw(nu, 1.5, 2 * kappa * r_large))


def regular(kappa, r):
    return r**2 * mp.exp(-kappa * r) * mp.hyp1f1(2 - 1 / kappa, 4, 2 * kappa * r)


energy, h, size = -0.3, 0.01, 5000
r_grid = h * np.arange(1, size + 1)
band = np.zeros((3, size))
band[0, 1:] = band[2, :-1] = -0.5 / h**2
band[1] = 1 / h**2 + 1 / r_grid**2 - 1 / r_grid - energy
rhs = np.zeros(size)
rhs[299] = 1 / h                      # unit point source at r = 3
g_grid = solve_banded((1, 1), band, rhs)[149]     # response at r = 1.5
g_closed = float(mp.re(green(mp.sqrt(-2 * energy), mp.mpf(1.5), mp.mpf(3))))
assert abs(g_grid / g_closed - 1) < 3e-4          # grid error of order h^2

# ---- its cut and its pole give the spectral weights ----
k_test = mp.mpf('0.7')
kap = -1j * k_test                    # upper side of the cut
cut = mp.im(green(kap, mp.mpf(1.5), mp.mpf(3))) / mp.pi
cut_formula = (4 * (1 + k_test**2) / (9 * (1 - mp.exp(-2 * mp.pi / k_test)))
               * mp.re(regular(kap, 1.5) * regular(kap, 3)))
assert abs(cut / cut_formula - 1) < 1e-9
shift = mp.mpf('1e-7')
pole = -shift * green(mp.sqrt(mp.mpf(1) / 9 - 2 * shift), mp.mpf(1.5), mp.mpf(3))
third = mp.mpf(1) / 3
pole_formula = mp.mpf(32) / (9 * 243) * regular(third, 1.5) * regular(third, 3)
assert abs(pole / pole_formula - 1) < 1e-4        # finite distance from the pole


# ---- source overlaps and amplitudes against quadrature ----
def slope(n, r):
    x = 2 * r / n
    return (-2 * mp.mpf(n)**-3.5 * mp.exp(-r / n)
            * (mp.laguerre(n - 1, 1, x) + 2 * mp.laguerre(n - 2, 2, x)))


def sturmian(n, j, r):
    x = 2 * r / n
    return (x**2 * mp.exp(-x / 2) * mp.laguerre(j, 3, x)
            / mp.sqrt((j + 1) * (j + 2) * (j + 3)))


pieces = [0, 5, 15, 40, 100, 200]
low4, high4 = source_components(4)
for j, expected in enumerate([0, low4, 0, high4, 0, 0]):
    overlap = mp.quad(lambda r: r * slope(4, r) * sturmian(4, j, r), pieces)
    assert abs(overlap - expected) < 1e-9
for n_test in (2, 3, 4):
    direct = mp.quad(lambda r: r * slope(n_test, r) * mp.re(regular(kap, r)), pieces)
    assert abs(direct / continuum_amplitude(n_test, 0.7)[1] - 1) < 1e-7
for n_test, m_test in ((2, 3), (4, 2), (4, 3), (3, 5)):
    direct = mp.quad(lambda r: r * slope(n_test, r)
                     * regular(mp.mpf(1) / m_test, r), pieces)
    assert abs(direct / bound_amplitude(n_test, float(m_test))[1] - 1) < 1e-7


# ---- independent Bethe logarithms: diagonalization in exponentials ----
def pseudostate_logs():
    with mp.workdps(40):
        basis = [(j, mp.mpf(1) / n) for n in (2, 3) for j in range(1, n + 1)]
        basis += [(2, mp.mpf('0.04') * mp.mpf('1.7')**i) for i in range(34)]
        dim = len(basis)

        def moment(q, s):
            return mp.factorial(q) / s**(q + 1)
        norm = [1 / mp.sqrt(moment(2 * p, 2 * b)) for p, b in basis]
        over, ham = mp.matrix(dim, dim), mp.matrix(dim, dim)
        for i, (p, b) in enumerate(basis):
            for j, (q, c) in enumerate(basis[:i + 1]):
                s, w = b + c, norm[i] * norm[j]
                m0, m1, m2 = [moment(p + q - d, s) for d in (0, 1, 2)]
                over[i, j] = over[j, i] = w * m0
                ham[i, j] = ham[j, i] = w * ((p * q * m2 - (p * c + q * b) * m1
                                             + b * c * m0) / 2 + m2 - m1)
        inv = mp.inverse(mp.cholesky(over))
        levels, vectors = mp.eigsy(inv * ham * inv.T)
        # r R_n' written out as polynomials times exp(-r/n)
        slopes = {2: [-1, mp.mpf(1) / 4],
                  3: [-1, mp.mpf(10) / 27, -mp.mpf(2) / 81]}
        logs = {}
        for n, poly in slopes.items():
            vec = mp.matrix(dim, 1)
            for i, (p, b) in enumerate(basis):
                vec[i] = norm[i] * sum(2 / mp.sqrt(n)**3 * coef
                                       * moment(p + d + 1, b + mp.mpf(1) / n)
                                       for d, coef in enumerate(poly))
            proj = vectors.T * (inv * vec)
            top = bottom = mp.mpf(0)
            for i in range(dim):
                gap = levels[i] + mp.mpf(1) / (2 * n * n)
                if abs(gap) > mp.mpf('1e-20'):
                    bottom += proj[i]**2 * gap
                    top += proj[i]**2 * gap * mp.log(2 * abs(gap))
            logs[n] = float(top / bottom)
        return logs


check_logs = pseudostate_logs()
values = {n: bethe_log(n) for n in
          (1, 2, 3, 4, 5, 6, 7, 8, 12, 16, 20, 24, 32, 40, 100)}
for n in (2, 3):
    assert abs(check_logs[n] - values[n]) < 1e-4  # finite range of exponents
assert abs(values[2] - 2.811770) < 1e-6


# ---- extrapolation in 1/n ----
def extrapolate(points, powers):
    scale = float(min(points))
    table = np.array([[(scale / n)**p for p in powers] for n in points])
    coef = np.linalg.solve(table, [values[n] for n in points])
    return {p: c * scale**p for p, c in zip(powers, coef)}


fit_points = (8, 12, 16, 20, 24, 32, 40)
series = extrapolate(fit_points, (0, 2, 3, 4, 5, 6, 7))
free = extrapolate(fit_points, (0, 1, 2, 3, 4, 5, 6))
small = extrapolate((3, 4, 5, 6, 7, 8), (0, 2, 3, 4, 5, 6))
predicted = sum(c / 100.0**p for p, c in series.items())
assert abs(predicted - values[100]) < 1e-7        # n = 100 was not in the fit
assert abs(free[1]) < 1e-4                        # no linear term in 1/n
assert abs(series[0] - 2.72265) < 1e-5

# ---- output ----
print("Green function at r=1.5, r'=3 bohr, E=-0.3 hartree (atomic units):")
print(f"  closed form {g_closed:.6f}, finite differences {g_grid:.6f}")
m, gap_b, p2_b, gap_c, p2_c = spectrum(2)
print("2S to mP: gap (hartree), |p|^2 (a.u.), share of sum rule")
for i in range(4):
    print(f"  m={int(m[i])}: {gap_b[i]:.6f}  {p2_b[i]:.6f}  {4*p2_b[i]*gap_b[i]:.6f}")
print(f"2S sum of |p|^2 (a.u.): {p2_b.sum() + p2_c.sum():.8f}")
print(f"2S sum of |p|^2 gap (a.u.): {(p2_b*gap_b).sum() + (p2_c*gap_c).sum():.8f}")
print(f"2S bound share of sum rule: {4*(p2_b*gap_b).sum():.6f}")
print(f"2S continuum share of sum rule: {4*(p2_c*gap_c).sum():.6f}")
print(f"2S bound part of ln k0: {4*(p2_b*gap_b*np.log(2*abs(gap_b))).sum():.6f}")
print(f"2S continuum part of ln k0: {4*(p2_c*gap_c*np.log(2*gap_c)).sum():.6f}")
print("Bethe logarithms ln k0(nS), dimensionless:")
for n, value in values.items():
    print(f"  n={n:3d}: {value:.9f}")
print(f"Diagonalization check: 2S {check_logs[2]:.6f}, 3S {check_logs[3]:.6f}")
k0 = np.exp(values[2]) / 2
hartree_ev = const.physical_constants['Hartree energy in eV'][0]
hartree_hz = const.physical_constants['hartree-hertz relationship'][0]
term = -4 * const.fine_structure**3 * values[2] / (3 * np.pi * 8)
print(f"2S mean excitation energy k0: {k0:.5f} hartree = {k0*hartree_ev:.3f} eV")
print(f"2S Bethe-logarithm term of the shift: {term*hartree_hz/1e6:.3f} MHz")
print("Extrapolation points n:", *fit_points)
print(f"Limit for large n: {series[0]:.8f}")
print(f"Coefficient of 1/n^2: {series[2]:.5f}")
print(f"Coefficient of 1/n^3: {series[3]:.4f}")
print(f"Series prediction for n=100: {predicted:.9f}")
print(f"With a free 1/n term: limit {free[0]:.8f}, its coefficient {free[1]:.1e}")
print(f"Limit from n=3 to 8 only: {small[0]:.6f}")
print("done: every assertion held")
```

Running it gives:

```
Green function at r=1.5, r'=3 bohr, E=-0.3 hartree (atomic units):
  closed form 0.790463, finite differences 0.790466
2S to mP: gap (hartree), |p|^2 (a.u.), share of sum rule
  m=3: 0.069444  0.045298  0.012583
  m=4: 0.093750  0.014451  0.005419
  m=5: 0.105000  0.006604  0.002774
  m=6: 0.111111  0.003605  0.001602
2S sum of |p|^2 (a.u.): 0.25000000
2S sum of |p|^2 gap (a.u.): 0.25000000
2S bound share of sum rule: 0.026434
2S continuum share of sum rule: 0.973566
2S bound part of ln k0: -0.046468
2S continuum part of ln k0: 2.858238
Bethe logarithms ln k0(nS), dimensionless:
  n=  1: 2.984128556
  n=  2: 2.811769893
  n=  3: 2.767663612
  n=  4: 2.749811840
  n=  5: 2.740823728
  n=  6: 2.735664207
  n=  7: 2.732429129
  n=  8: 2.730267261
  n= 12: 2.726179341
  n= 16: 2.724679356
  n= 20: 2.723967084
  n= 24: 2.723573874
  n= 32: 2.723177239
  n= 40: 2.722991205
  n=100: 2.722709102
Diagonalization check: 2S 2.811760, 3S 2.767654
2S mean excitation energy k0: 8.31967 hartree = 226.390 eV
2S Bethe-logarithm term of the shift: -381.399 MHz
Extrapolation points n: 8 12 16 20 24 32 40
Limit for large n: 2.72265434
Coefficient of 1/n^2: 0.55359
Coefficient of 1/n^3: -0.5991
Series prediction for n=100: 2.722709102
With a free 1/n term: limit 2.72265433, its coefficient 6.2e-08
Limit from n=3 to 8 only: 2.722655
done: every assertion held
```
